\section*{Bloembergen–Rowland exchange across a semiconductor gap: two derivations, part 2}

Two localized spins $\mathbf S_1$ and $\mathbf S_2$, in units of $\hbar$, sit at equivalent sites $\mathbf R_1$ and $\mathbf R_2$ of a semiconductor at zero temperature, with $\mathbf R=\mathbf R_2-\mathbf R_1$ and $R=|\mathbf R|>0$. We seek their coupling $\mathcal J$ in $H_{12}=-\mathcal J\,\mathbf S_1\cdot\mathbf S_2$; positive $\mathcal J$ favours parallel spins.

Energies are measured from the top of the valence band. The bands are $E_v=-\hbar^2k^2/2m_v$, filled, and $E_c=E_g+\hbar^2k^2/2m_c$, empty, each twofold degenerate in spin. The local spins couple to the electron spin $\mathbf s=\boldsymbol\sigma/2$ by contact exchange $H'$ at the two sites, with a real, constant interband strength $\beta$.

A first derivation, by virtual electron--hole pairs, excluded intraband exchange by occupation: the valence band has no empty final state and the conduction band no electron to move. With pair energy $D=E_c(\mathbf k')-E_v(\mathbf k)$, it gave $\mathcal J=\beta^2I(R)$, where
\begin{equation}
I(R)=\int\!\frac{d^3k}{(2\pi)^3}\int\!\frac{d^3k'}{(2\pi)^3}\,
\frac{e^{i(\mathbf k-\mathbf k')\cdot\mathbf R}}{D(\mathbf k,\mathbf k')}.
\label{I}
\end{equation}
Numerical evaluations of this are called momentum sums. The closed form is
\begin{equation}
\mathcal J=\frac{\beta^2(m_cm_v)^{3/2}E_g}{2\pi^3M\hbar^4R^2}
K_2\!\left(\frac R\lambda\right),\quad
\lambda=\frac{\hbar}{\sqrt{2ME_g}},\quad M=m_c+m_v,
\label{recall}
\end{equation}
where $K_2(\zeta)=\int_0^\infty dt\,e^{-\zeta\cosh t}\cosh2t$. The large-$R$ form uses $K_2(\zeta)\simeq\sqrt{\pi/2\zeta}\,e^{-\zeta}$. For $R\ll\lambda$ the $R^{-4}$ law is
\begin{equation}
\mathcal J\simeq\frac{\beta^2(m_cm_v)^{3/2}}{2\pi^3M^2\hbar^2R^4}.
\label{short}
\end{equation}

The worked example has $E_g=0.2$ eV, $m_c=0.05\,m_0$, $m_v=0.20\,m_0$ and $\beta=0.05$ eV\,nm$^3$, where $m_0$ is the electron mass and $\hbar^2/m_0=0.0762$ eV\,nm$^2$. Then $\lambda=0.873$ nm.

The second derivation, which follows, treats $\mathbf S_1$ and $\mathbf S_2$ as fixed classical vectors, so that the electrons move independently and their energy is a sum of one-particle levels. Exchange within each band, with real constants $\beta_c$ and $\beta_v$, is kept from the start.

\subsection{The energy as a contour integral}

Let $H=H_0+H'$ be the one-particle Hamiltonian and $G_0(z)=(z-H_0)^{-1}$. Consider first a finite crystal, whose spectrum is bounded. If a counterclockwise contour $C$ encloses the occupied levels and no others, the residue theorem gives their sum:
\begin{equation}
E=\oint_C\frac{dz}{2\pi i}\,z\,\mathrm{Tr}\frac1{z-H}.
\label{contour}
\end{equation}
The contour crosses the real axis inside the gap. The exchange is assumed too weak to move a level across it.

Expanding $(z-H)^{-1}$ in $H'$, the second-order term is $G_0H'G_0H'G_0$. By cyclic invariance its trace is $\mathrm{Tr}(G_0^2H'G_0H')$. Since $dG_0/dz=-G_0^2$, and both factors $G_0$ contribute equally to the derivative,
\begin{equation}
\mathrm{Tr}(G_0^2H'G_0H')=-\frac12\frac{d}{dz}
\mathrm{Tr}(G_0H'G_0H').
\end{equation}
Integration by parts over the closed contour has no boundary term, so
\begin{equation}
E^{(2)}=\frac12\oint_C\frac{dz}{2\pi i}\,
\mathrm{Tr}(G_0H'G_0H').
\label{E2}
\end{equation}
Write $H'=H_1+H_2$, one term for each local spin. The two cross terms are equal by cyclic invariance and cancel the factor $1/2$. The interaction energy is
\begin{equation}
E_{12}=\oint_C\frac{dz}{2\pi i}\,\mathrm{Tr}(G_0H_1G_0H_2).
\label{E12}
\end{equation}

The function $G_0$ is diagonal in band and spin. Its elements $G_c(R,z)$ and $G_v(R,z)$ between the two sites depend on distance alone, because the bands are isotropic. The spin trace gives $\mathbf S_1\cdot\mathbf S_2/2$, as before, and summing over the bands gives
\begin{equation}
E_{12}=\frac{\mathbf S_1\cdot\mathbf S_2}{2}\oint_C\frac{dz}{2\pi i}
\left(2\beta^2G_cG_v+\beta_c^2G_c^2+\beta_v^2G_v^2\right).
\label{bandsum}
\end{equation}

At large $|z|$ each Green function of the finite crystal falls at least as $1/|z|$, and each product at least as $1/|z|^2$. The contour can therefore be opened into a vertical line through the gap, traversed upward, with an arc at infinity on the left that contributes nothing. The singularities of $G_c^2$ lie at conduction energies, to the right of the line. Closing on the left encloses none of them, and the integral vanishes. The singularities of $G_v^2$ lie on the left, and closing on the right gives zero. The product $G_cG_v$ has singularities on both sides and survives:
\begin{equation}
E_{12}=\beta^2\,\mathbf S_1\cdot\mathbf S_2
\int_{z_0-i\infty}^{z_0+i\infty}\frac{dz}{2\pi i}\,
G_c(R,z)G_v(R,z),\qquad 0<z_0<E_g .
\label{line}
\end{equation}
This is the analytic form of the occupation argument of the first derivation: at second order, exchange elements between exact states of the same band do not couple the spins. If the bands mix away from $\mathbf k=0$, an exchange that is diagonal in the band-edge functions also has interband elements at finite wavevector, and these do couple the spins.

\subsection{The Green functions}

Both functions follow from one integral. For $\mathrm{Re}\,q>0$, angular integration gives
\begin{equation}
\int\!\frac{d^3k}{(2\pi)^3}\frac{e^{i\mathbf k\cdot\mathbf R}}{k^2+q^2}
=\frac1{2\pi^2R}\int_0^\infty\!dk\,\frac{k\sin kR}{k^2+q^2}
=\frac1{4\pi^2iR}\int_{-\infty}^{\infty}\!dk\,
\frac{k\,e^{ikR}}{k^2+q^2}.
\end{equation}
Closing in the upper half-plane picks up the pole $k=iq$. The last integral is $2\pi i\,(iq\,e^{-qR})/(2iq)=\pi i\,e^{-qR}$, so the whole expression equals $e^{-qR}/4\pi R$.

For the conduction band,
\begin{equation}
\frac1{z-E_c}=-\frac{2m_c}{\hbar^2}\frac1{k^2+q_c^2},\qquad
q_c(z)=\frac{\sqrt{2m_c(E_g-z)}}{\hbar},
\end{equation}
and for the valence band
\begin{equation}
\frac1{z-E_v}=+\frac{2m_v}{\hbar^2}\frac1{k^2+q_v^2},\qquad
q_v(z)=\frac{\sqrt{2m_vz}}{\hbar}.
\end{equation}
Hence
\begin{equation}
G_c=-\frac{m_c}{2\pi\hbar^2R}e^{-q_cR},\qquad
G_v=+\frac{m_v}{2\pi\hbar^2R}e^{-q_vR}.
\label{greens}
\end{equation}
At an energy inside the gap neither band has a propagating state, and both functions decay. Their signs are opposite because the energy lies below one band and above the other. Comparing Eq.~\eqref{line} with $E_{12}=-\mathcal J\,\mathbf S_1\cdot\mathbf S_2$,
\begin{equation}
\mathcal J=\frac{\beta^2m_cm_v}{4\pi^2\hbar^4R^2}
\int_{z_0-i\infty}^{z_0+i\infty}\frac{dz}{2\pi i}\,
e^{-[q_c(z)+q_v(z)]R}.
\label{Jline}
\end{equation}

\subsection{Evaluation of the energy integral}

Set $z=E_g\sin^2\varphi$, so that $\sqrt z=\sqrt{E_g}\sin\varphi$ and $\sqrt{E_g-z}=\sqrt{E_g}\cos\varphi$. Define $\varphi_0$ between 0 and $\pi/2$ by $\cos\varphi_0=\sqrt{m_c/M}$ and $\sin\varphi_0=\sqrt{m_v/M}$. Then
\begin{equation}
q_c+q_v=\frac{\sqrt{2ME_g}}{\hbar}
(\cos\varphi_0\cos\varphi+\sin\varphi_0\sin\varphi)
=\frac{\cos(\varphi-\varphi_0)}{\lambda}.
\label{cosform}
\end{equation}
The length $\lambda$ has appeared without a pair of total mass $M$ being introduced.

On the path $\varphi=\varphi_0+it$, with $t$ real, the exponent is $-(R/\lambda)\cosh t$. In the energy plane this path is
\begin{equation}
z=\frac{E_g}{2}\left[1-\cos2\varphi_0\cosh2t
+i\sin2\varphi_0\sinh2t\right].
\end{equation}
It crosses the real axis in the gap at $t=0$ and runs upward. The vertical line can be deformed into it. The branch cuts, on $z<0$ and $z>E_g$, are not crossed. In any direction off the real axis both square roots have positive real parts that grow as $\sqrt{|z|}$, so the connecting arcs vanish.

With $dz=E_g\sin2\varphi\,d\varphi$ and $d\varphi=i\,dt$,
\begin{align}
\int\frac{dz}{2\pi i}\,e^{-(q_c+q_v)R}
&=\frac{E_g}{2\pi}\int_{-\infty}^{\infty}dt\,
\sin(2\varphi_0+2it)\,e^{-(R/\lambda)\cosh t}\nonumber\\
&=\frac{E_g}{2\pi}\sin2\varphi_0\int_{-\infty}^{\infty}dt\,
\cosh2t\,e^{-(R/\lambda)\cosh t}\nonumber\\
&=\frac{E_g}{\pi}\,\frac{2\sqrt{m_cm_v}}{M}\,
K_2\!\left(\frac R\lambda\right).
\label{zresult}
\end{align}
The second line drops $i\cos2\varphi_0\sinh2t$, which is odd in $t$. The third uses $\sin2\varphi_0=2\sin\varphi_0\cos\varphi_0=2\sqrt{m_cm_v}/M$. Inserted in Eq.~\eqref{Jline}, this gives $2/(4\pi^3)=1/(2\pi^3)$ and the mass factor $(m_cm_v)^{3/2}/M$, which is Eq.~\eqref{recall}.

\subsection{Which energies in the gap matter}

For $R\gg\lambda$ the integral is dominated by $t=0$, that is, by the energy
\begin{equation}
z_*=E_g\sin^2\varphi_0=\frac{m_v}{M}E_g .
\label{saddle}
\end{equation}
There the two decay constants are
\begin{equation}
q_c=\frac{m_c}{M\lambda},\qquad q_v=\frac{m_v}{M\lambda},
\qquad q_c+q_v=\frac1\lambda .
\end{equation}
In the worked example $m_v/M=0.8$, so $z_*=0.16$ eV, which is $0.04$ eV below the conduction band. The lighter carrier is closer to its band edge and has the smaller decay constant.

The energy $z_*$ does not move towards either edge as $R$ grows. The asymptotic length thus depends on how the bands continue into the gap over energies comparable with $E_g$, and not on band-edge masses alone. Equation~\eqref{recall} requires the parabolic form to hold over that range. Two models show what happens when it does not.

Consider first a simple cubic lattice of constant $d$ with nearest-neighbour hopping and the same band-edge masses. Along a cube axis, with zero transverse wavevector, the decay constant $q$ obeys
\begin{equation}
E_g-z=\frac{\hbar^2}{m_cd^2}(\cosh qd-1),
\quad\hbox{or}\quad
\cosh qd=1+\frac{(q_cd)^2}{2},
\end{equation}
and similarly for the valence band. Since $\cosh x-1>x^2/2$ for $x\neq0$, $q$ is smaller than its continuum value. For equal masses and $R=8\lambda$ along the axis, the lattice coupling divided by the continuum coupling is $1.006$ for $\lambda=4d$, $1.11$ for $\lambda=d$ and $3.75$ for $\lambda=d/4$. In the last case $q_cd=2$ and $\cosh qd=3$, so $qd=1.763$. Over $R=2d$ the exponents of the two carriers then change by $2\times2\times(2-1.763)=0.95$ in total, a factor $2.6$. The remaining factor $1.45$ depends on distance: at the same $\lambda$ it falls to $1.02$ at $R=32d$. For small $qd$, $\cosh x-1\simeq x^2/2+x^4/24$ gives $q\simeq q_c(1-q_c^2d^2/24)$, so the exponent changes by about $Rd^2(q_c^3+q_v^3)/24$. The continuum result needs this to be small. At $z_*$ the change equals $(R/\lambda)(d/\lambda)^2(m_c^3+m_v^3)/24M^3$, whose numerical coefficient rises from $1/96$ for equal masses towards $1/24$ for very unequal ones. The smallest admissible $\lambda/d$ therefore grows with $R/\lambda$ and is larger for unequal masses; for equal masses, $\lambda=d$ and $R=8d$ the change is about $0.08$. This condition is necessary but not sufficient, because it concerns the asymptotic exponent only; $R$ must also span many lattice constants. With the parameters of the worked example and $d=0.5$ nm, the change of exponent amounts to a factor $1.02$ at $R=2$ nm and $1.04$ at $R=5$ nm, while the lattice coupling along the axis exceeds the continuum value by factors $1.22$ and $1.10$.

Next take the hyperbolic bands $\pm\sqrt{\Delta^2+\hbar^2v^2k^2}$, with energies measured from midgap and exchange elements still constant. The gap is $E_g=2\Delta$ and both masses are $m=\Delta/v^2$. In units $\hbar=v=\Delta=1$, with $\omega=\sqrt{1+k^2}$, writing the inverse pair energy as an integral over $\tau$ gives $I=\int_0^\infty d\tau\,P^2$, where $P(R,\tau)$ is the Fourier transform of $e^{-\omega\tau}$. To find $P$, note that
\begin{equation}
\int_{-\infty}^{\infty}\frac{d\nu}{2\pi}\frac{e^{i\nu\tau}}{\nu^2+\omega^2}
=\frac{e^{-\omega\tau}}{2\omega},
\end{equation}
so $P=-2\,\partial F/\partial\tau$, where $F$ is the four-dimensional Fourier transform of $1/(\nu^2+k^2+1)$. With $s=\sqrt{R^2+\tau^2}$, Gaussian integration and the substitution $x=(s/2)e^u$ give
\begin{equation}
F=\int_0^\infty\frac{dx}{(4\pi x)^2}e^{-x-s^2/4x}
=\frac{K_1(s)}{4\pi^2s},\qquad
P=\frac{\tau K_2(s)}{2\pi^2s^2},
\end{equation}
where $K_1(s)=\int_0^\infty dt\,e^{-s\cosh t}\cosh t$ and the relation $d(K_1/s)/ds=-K_2/s$ was used. For large $R$, $s\simeq R+\tau^2/2R$ and $P^2\propto\tau^2R^{-5}e^{-2R-\tau^2/R}$. The $\tau$ integral contributes $R^{3/2}$, so $I\propto R^{-7/2}e^{-2R}$.

Restoring units, the decay rate is $2\Delta/\hbar v$. The parabolic formula with the same gap and masses gives $\sqrt{2(2m)(2\Delta)}/\hbar=\sqrt8\,\Delta/\hbar v$. Numerical integration near $R=40\,\hbar v/\Delta$, with the power $R^{-7/2}$ removed, gives a rate of $2.001$ in units of $\Delta/\hbar v$. The true length is thus $\hbar/\sqrt{2mE_g}$, which is $\sqrt2$ times the parabolic value $\hbar/\sqrt{4mE_g}$. Gap and mass still set the scale, but the numerical factor depends on the band shape. Hyperbolic bands arise from mixing of the two bands, which also makes the exchange elements depend on wavevector. The constant elements used here are a further idealization, so this model does not settle the power of $R$ or the sign of the coupling in such a crystal.

\subsection{An indirect gap}

If the conduction band has a single minimum, isotropic and of the same mass $m_c$, at a point $\mathbf K_0$ with $\mathbf K_0$ and $-\mathbf K_0$ equivalent, the conduction Green function between equivalent sites acquires a phase $e^{\pm i\mathbf K_0\cdot\mathbf R}$ whose sign depends on direction. The two interband terms then add to $2\cos(\mathbf K_0\cdot\mathbf R)\,G_cG_v$, and
\begin{equation}
\mathcal J_{\rm indirect}(\mathbf R)
=\cos(\mathbf K_0\cdot\mathbf R)\,\mathcal J(R).
\end{equation}
The cosine is $\pm1$ at lattice separations. The exponential range is unchanged, but the sign can alternate from site to site. Within this model of one valley per band and constant $\beta$, the coupling is ferromagnetic at all separations when both extrema lie at the same wavevector. Several equivalent or anisotropic valleys are not treated here.

\subsection{What each derivation assumes}

Both derivations stop at second order in exchange, use a filled and an empty band, and neglect electron--hole attraction. Both take constant exchange elements and, for the closed form, parabolic bands. They differ in how these assumptions enter.

The first treats the local spins as quantum operators. It needs them to be degenerate on the scale of the pair energy, so that no spin energy enters the denominator. It excludes intraband exchange by occupation. Its natural variable is the total wavevector of the pair, and $M$ appears as the mass of a composite object.

The second treats the spins as fixed vectors and relies on the electrons being independent, since it sums one-particle levels. It removes intraband exchange by analyticity. Its natural variable is an energy in the gap, and $M$ appears when two decay constants are combined at a common energy. It shows more directly which part of the band structure controls the range.

The two agree because the second-order interaction is bilinear in the spins. Its coefficient can be found with classical vectors and then used with operators, which commute at different sites.

The common starting point was tested by exact diagonalization of a two-band ring of 40 sites with classical unit spins three sites apart. In units of the conduction hopping, the gap was 1, the valence hopping $0.7$ and the exchange constant $0.02$. The second-order sum gives a coupling of $3.7500\times10^{-7}$, and diagonalization with intraband exchange gives $3.7498\times10^{-7}$. Without intraband exchange it gives $3.7496\times10^{-7}$. Moving the conduction minimum to the zone boundary gives $-3.7499\times10^{-7}$, the sign expected for an odd separation. At four angles between the spins the energy follows the cosine law within $0.5\%$ of the coupling. This ring tests the perturbation theory and the sign; the three-dimensional distance law rests on the separate momentum sums. The numerical output follows.

\section*{Computed values}
\begin{verbatim}
Ring test, energies in units of conduction hopping
  sites 40, separation 3, gap 1.0, J 0.02, tv 0.7
  coupling, second-order formula : 3.74995e-07
  coupling, exact diagonalization: 3.74975e-07
  same without intraband exchange: 3.74964e-07
  same with indirect gap         : -3.74989e-07
Short-distance test (hbar = 1)
  R/lambda: 0.232
  momentum sum / R^-4 law: 0.9869
Decay length from momentum sums at R = 8 and 8.5 (hbar = 1)
  mc   mv   gap  measured  formula
  0.5  0.5  1.0  0.6983    0.7071
  0.1  0.9  1.0  0.6983    0.7071
  0.5  0.5  4.0  0.3524    0.3536
  0.5  3.5  1.0  0.3524    0.3536
Cubic lattice / continuum at R = 8 lambda, equal masses
  lambda = 4.00 lattice constants: 1.0057
  lambda = 1.00 lattice constants: 1.1057
  lambda = 0.25 lattice constants: 3.7529
Hyperbolic bands, decay rate in units of Delta/(hbar v)
  computed: 2.0006
  parabolic continuation: 2.8284
Worked example
  gap: 0.2 eV, beta: 0.05 eV nm^3
  mc: 0.05 m0, mv: 0.20 m0, sum: 0.25 m0
  hbar^2/m0: 0.076200 eV nm^2
  decay length lambda: 0.8729 nm
  reduced mass: 0.040 m0
  length if reduced mass were used: 2.1823 nm
  R (nm)  R/lambda  Jex (micro-eV)  large-R form (micro-eV)
  1.0     1.146     6.4995e+00      2.0686e+00
  2.0     2.291     2.2750e-01      1.1630e-01
  3.0     3.437     2.1598e-02      1.3423e-02
  4.0     4.582     3.0062e-03      2.0796e-03
  5.0     5.728     5.1147e-04      3.7860e-04
  Jex at 2 nm from momentum sum: 2.2750e-01 micro-eV
\end{verbatim}
